# Uniform lateral field in a balanced, depleted polarization superjunction: verification in Python

```python
"""Result under test: in a stack with fixed sheets +sigma and -sigma, both
carrier gases vanish at bias V_dep = 4 pi e2 sigma d/eps - gap, and above it
the lateral field away from the ends is (V_R - V_dep)/(L + 2c), with
c = (2H/pi) ln(1/sin(pi h/(2H))).
Symbols: L length, H stack height, d sheet separation, h metal height,
eps relative permittivity, e2 Coulomb constant (eV angstrom), V_R reverse
bias energy (eV). Potentials are multiplied by e and given in eV.
Top and bottom walls pass no flux. Gate metal touches the upper (hole) sheet
on the left; drain metal touches the lower (electron) sheet on the right.
"""
import numpy as np
from scipy import constants as const
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve

hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr_A = const.physical_constants["Bohr radius"][0] / const.angstrom
e2 = hartree_eV * bohr_A
four_pi_e2 = 4 * np.pi * e2

sigma = 1.0e-3
d = 400.0
H = 2000.0
L = 20000.0
eps = 10.0
gap = 3.5
bias = 100.0
y_pos = (H - d) / 2
y_neg = y_pos + d
h = y_pos


def line_matrices(coefficient, step):
    """Stiffness matrix and lumped weights for piecewise constant coefficient."""
    main = np.zeros(len(coefficient) + 1)
    main[:-1] += coefficient
    main[1:] += coefficient
    off = -coefficient / step
    return diags([off, main / step, off], [-1, 0, 1]), main * step / 2


def build(length, step, eps_cells):
    nx = round(length / step)
    stiff_x, weight_x = line_matrices(np.ones(nx), step)
    stiff_y, weight_y = line_matrices(eps_cells, step)
    matrix = kron(stiff_x, diags(weight_y)) + kron(diags(weight_x), stiff_y)
    return matrix.tocsr(), weight_x


def solve_fixed(matrix, source, fixed, values):
    """Solve the Poisson equation with prescribed values at fixed nodes."""
    free = ~fixed.ravel()
    phi = np.where(fixed, values, 0.0).ravel()
    rhs = source.ravel() - matrix @ phi
    phi[free] = spsolve(matrix[free][:, free].tocsc(), rhs[free])
    return phi.reshape(fixed.shape)


def solve_gases(length, step, v_reverse, excess=0.0):
    """Find potential and surviving carriers from the reservoir inequalities."""
    ny = round(H / step)
    j_pos, j_neg = round(y_pos / step), round(y_neg / step)
    matrix, weight_x = build(length, step, np.full(ny, eps))
    shape = (len(weight_x), ny + 1)
    v_total = gap + v_reverse
    source = np.zeros(shape)
    source[:, j_pos] = four_pi_e2 * (sigma + excess) * weight_x
    source[:, j_neg] = -four_pi_e2 * sigma * weight_x
    metal = np.zeros(shape, bool)
    metal[0, j_neg:] = True
    metal[-1, :j_pos + 1] = True
    values = np.zeros(shape)
    values[-1, :j_pos + 1] = v_total
    values[:, j_pos] = v_total
    holes = np.ones(shape[0], bool)
    electrons = holes.copy()
    holes[0] = False
    electrons[-1] = False
    for _ in range(150):
        fixed = metal.copy()
        fixed[:, j_neg] |= holes
        fixed[:, j_pos] |= electrons
        phi = solve_fixed(matrix, source, fixed, values)
        mobile = (matrix @ phi.ravel()).reshape(shape) - source
        mobile /= four_pi_e2 * weight_x[:, None]
        p, n = mobile[:, j_neg], -mobile[:, j_pos]
        new_holes = np.where(holes, p > 1e-12, phi[:, j_neg] < -1e-9)
        new_electrons = np.where(electrons, n > 1e-12,
                                 phi[:, j_pos] > v_total + 1e-9)
        new_holes[0] = False
        new_electrons[-1] = False
        if (np.array_equal(holes, new_holes)
                and np.array_equal(electrons, new_electrons)):
            return phi, holes, electrons, p, n
        holes, electrons = new_holes, new_electrons
    raise AssertionError("carrier sets did not converge")


def lateral_field(phi, step):
    """Central difference; row i belongs to x = i*step, end rows unused."""
    field = np.full(phi.shape, np.nan)
    field[1:-1] = (phi[2:] - phi[:-2]) / (2 * step)
    return field


def end_profile(x, y_from_metal_wall):
    """Lateral field near one end divided by its value far inside."""
    zeta = np.cosh(np.pi * (x + 1j * y_from_metal_wall) / H)
    return np.sqrt((zeta + 1) / (zeta - np.cos(np.pi * h / H))).real


# Derived closed formulas
sheet_step = four_pi_e2 * sigma * d / eps
v_dep = sheet_step - gap
n_zero = sigma - eps * gap / (four_pi_e2 * d)
c_end = 2 * H / np.pi * np.log(1 / np.sin(np.pi * h / (2 * H)))
field_formula = (bias - v_dep) / (L + 2 * c_end)

# Carrier densities below depletion, and disappearance just above it
step = 50.0
for fraction in (0.0, 0.5, 0.95):
    v = fraction * v_dep
    _, holes, electrons, p, n = solve_gases(8000.0, step, v)
    expected = sigma - eps * (gap + v) / (four_pi_e2 * d)
    assert holes[1:].all() and electrons[:-1].all()
    assert np.allclose(p[1:-1], expected, rtol=1e-5)
    assert np.allclose(n[1:-1], expected, rtol=1e-5)
    if fraction == 0.5:
        n_half = n[len(n) // 2]
_, holes, electrons, _, _ = solve_gases(8000.0, step, 1.05 * v_dep)
assert not holes.any() and not electrons.any()

# Uniform field at the worked bias
phi, holes, electrons, _, _ = solve_gases(L, step, bias)
assert not holes.any() and not electrons.any()
field = lateral_field(phi, step)
middle = round(L / 2 / step)
j_pos = round(y_pos / step)
field_grid = field[middle, j_pos]
assert abs(field_grid / field_formula - 1) < 0.01
i_H = round(H / step)
inside = field[i_H:-i_H] / field_grid - 1
max_deviation = np.max(np.abs(inside))
amplitude = 2 * np.cos(np.pi * h / (2 * H)) ** 2
assert max_deviation < 1.1 * amplitude * np.exp(-np.pi)
i_test = round(1.5 * H / step)
measured = field[i_test, -1] / field_grid - 1
assert abs(measured / (amplitude * np.exp(-1.5 * np.pi)) - 1) < 0.05

# End length: first-order grid error at the metal edge is extrapolated away
end_lengths = []
for fine_step in (50.0, 25.0):
    phi_short, *_ = solve_gases(8000.0, fine_step, bias)
    f_short = lateral_field(phi_short, fine_step)
    f_mid = f_short[round(4000 / fine_step)].mean()
    end_lengths.append(((bias - v_dep) / f_mid - 8000.0) / 2)
c_grid = 2 * end_lengths[1] - end_lengths[0]
assert abs(c_grid / c_end - 1) < 0.01
for x in (H / 4, H / 2):
    for y in (y_pos, H):
        ratio = f_short[round(x / 25), round(y / 25)] / f_mid
        assert abs(ratio - end_profile(x, H - y)) < 0.03

# Layered permittivity and arbitrary end potentials, with and without balance
edges = np.array([0.0, y_pos, y_neg, H])
eps_layers = np.array([10.0, 7.0, 12.0])
eps_cells = np.repeat(eps_layers, np.round(np.diff(edges) / step).astype(int))
long = 8 * H
matrix, weight_x = build(long, step, eps_cells)
y = np.linspace(0, H, len(eps_cells) + 1)
fixed = np.zeros((len(weight_x), len(y)), bool)
fixed[[0, -1]] = True
values = np.zeros(fixed.shape)
values[-1] = bias * (1 + 0.5 * (y / H) ** 2)
eps_integral = np.sum(eps_layers * np.diff(edges))
square_mean = np.sum(eps_layers * np.diff(edges ** 3)) / (3 * H**2 * eps_integral)
mean_field = bias * (1 + 0.5 * square_mean) / long
delta = 0.01 * sigma
for excess in (0.0, delta):
    source = np.zeros(fixed.shape)
    source[:, round(y_pos / step)] = four_pi_e2 * (sigma + excess) * weight_x
    source[:, round(y_neg / step)] = -four_pi_e2 * sigma * weight_x
    f_layer = lateral_field(solve_fixed(matrix, source, fixed, values), step)
    assert np.allclose(f_layer[4 * i_H], mean_field, rtol=1e-3)
    change = f_layer[5 * i_H].mean() - f_layer[3 * i_H].mean()
    expected = -four_pi_e2 * excess / eps_integral * 2 * H
    assert abs(change - expected) < 0.02 * four_pi_e2 * delta / eps_integral * 2 * H

# Imbalance: linear field when depleted, surviving electrons at low bias
slope = four_pi_e2 * delta / (eps * H)
threshold_drop = slope * L**2 / 2
coarse = 100.0
phi_i, holes, electrons, _, _ = solve_gases(L, coarse, bias, delta)
assert not holes.any() and not electrons.any()
f_i = lateral_field(phi_i, coarse)[:, round(y_pos / coarse)]
f_left, f_right = f_i[round(0.2 * L / coarse)], f_i[round(0.8 * L / coarse)]
slope_grid = (f_left - f_right) / (0.6 * L)
assert abs(slope_grid / slope - 1) < 0.02
_, holes, electrons, _, _ = solve_gases(L, coarse, v_dep + 1.5 * threshold_drop, delta)
assert not holes.any() and not electrons.any()
low_bias = v_dep + 0.5 * threshold_drop
_, holes, electrons, _, _ = solve_gases(L, coarse, low_bias, delta)
assert electrons.any() and not holes.any()
depleted_grid = np.flatnonzero(electrons)[0] * coarse
depleted_formula = -c_end + np.sqrt(c_end**2 + threshold_drop / slope)
assert abs(depleted_grid - depleted_formula) < 0.5 * H  # edge width is order H

# A device as short as the stack is high loses uniformity
phi_s, *_ = solve_gases(H, step, bias)
f_s = lateral_field(phi_s, step)[round(H / 4 / step):round(3 * H / 4 / step) + 1, j_pos]
short_spread = (f_s.max() - f_s.min()) / f_s.mean()
assert short_spread > 0.2

print(f"Sheet charge number density: {sigma:.4f} 1/angstrom^2")
print(f"Sheet separation d: {d:.0f} angstrom")
print(f"Stack height H: {H:.0f} angstrom")
print(f"Device length L: {L:.0f} angstrom")
print(f"Metal height h: {h:.0f} angstrom")
print(f"Relative permittivity: {eps:.1f} (no unit)")
print(f"Band gap: {gap:.2f} eV")
print(f"Reverse bias energy: {bias:.1f} eV")
print(f"Coulomb constant e2: {e2:.5f} eV angstrom")
print(f"Full sheet potential step: {sheet_step:.4f} eV")
print(f"Depletion bias energy: {v_dep:.4f} eV")
print(f"Gas density at zero bias: {n_zero:.4e} 1/angstrom^2")
print(f"Gas density at half depletion bias, grid: {n_half:.4e} 1/angstrom^2")
print(f"Lateral energy drop after depletion: {bias - v_dep:.4f} eV")
print(f"End length c, formula: {c_end:.2f} angstrom")
print(f"End length c, grid extrapolated: {c_grid:.2f} angstrom")
print(f"Lateral field, formula: {field_formula:.5e} eV/angstrom")
print(f"Lateral field, grid: {field_grid:.5e} eV/angstrom")
field_MV_cm = field_formula / const.angstrom / 1e8
print(f"Lateral field, formula converted: {field_MV_cm:.4f} MV/cm")
vertical = sheet_step / d
print(f"Vertical barrier field: {vertical:.5e} eV/angstrom")
print(f"Total barrier field: {np.hypot(vertical, field_formula):.5e} eV/angstrom")
print(f"Largest deviation at least H from ends, grid: {100 * max_deviation:.3f} percent")
for x in (H / 4, H / 2, H, 2 * H):
    gate_ratio, drain_ratio = end_profile(x, H - y_pos), end_profile(x, y_pos)
    print(f"Field ratio on electron sheet, {x:.0f} angstrom from gate: {gate_ratio:.5f}")
    print(f"Field ratio on electron sheet, {x:.0f} angstrom from drain: {drain_ratio:.5f}")
print(f"Charge imbalance: {100 * delta / sigma:.2f} percent")
print(f"Imbalance field slope, formula: {slope:.4e} eV/angstrom^2")
print(f"Imbalance field slope, grid: {slope_grid:.4e} eV/angstrom^2")
print(f"Imbalanced field at 0.2 L, grid: {f_left:.5e} eV/angstrom")
print(f"Imbalanced field at 0.8 L, grid: {f_right:.5e} eV/angstrom")
print(f"Leading drop needed for full depletion: {threshold_drop:.3f} eV")
print(f"Low bias energy with surviving electrons: {low_bias:.3f} eV")
print(f"Depleted length at low bias, estimate: {depleted_formula:.0f} angstrom")
print(f"Depleted length at low bias, grid: {depleted_grid:.0f} angstrom")
print(f"Field spread in middle half for L = H, grid: {100 * short_spread:.1f} percent")
print("verified")
```

Printed output:

```
Sheet charge number density: 0.0010 1/angstrom^2
Sheet separation d: 400 angstrom
Stack height H: 2000 angstrom
Device length L: 20000 angstrom
Metal height h: 800 angstrom
Relative permittivity: 10.0 (no unit)
Band gap: 3.50 eV
Reverse bias energy: 100.0 eV
Coulomb constant e2: 14.39965 eV angstrom
Full sheet potential step: 7.2381 eV
Depletion bias energy: 3.7381 eV
Gas density at zero bias: 5.1644e-04 1/angstrom^2
Gas density at half depletion bias, grid: 2.5822e-04 1/angstrom^2
Lateral energy drop after depletion: 96.2619 eV
End length c, formula: 676.59 angstrom
End length c, grid extrapolated: 676.47 angstrom
Lateral field, formula: 4.50808e-03 eV/angstrom
Lateral field, grid: 4.51827e-03 eV/angstrom
Lateral field, formula converted: 0.4508 MV/cm
Vertical barrier field: 1.80951e-02 eV/angstrom
Total barrier field: 1.86482e-02 eV/angstrom
Largest deviation at least H from ends, grid: 5.566 percent
Field ratio on electron sheet, 500 angstrom from gate: 0.75601
Field ratio on electron sheet, 500 angstrom from drain: 1.25550
Field ratio on electron sheet, 1000 angstrom from gate: 0.91182
Field ratio on electron sheet, 1000 angstrom from drain: 1.09116
Field ratio on electron sheet, 2000 angstrom from gate: 0.98254
Field ratio on electron sheet, 2000 angstrom from drain: 1.01760
Field ratio on electron sheet, 4000 angstrom from gate: 0.99924
Field ratio on electron sheet, 4000 angstrom from drain: 1.00076
Charge imbalance: 1.00 percent
Imbalance field slope, formula: 9.0476e-08 eV/angstrom^2
Imbalance field slope, grid: 8.9921e-08 eV/angstrom^2
Imbalanced field at 0.2 L, grid: 5.06546e-03 eV/angstrom
Imbalanced field at 0.8 L, grid: 3.98641e-03 eV/angstrom
Leading drop needed for full depletion: 18.095 eV
Low bias energy with surviving electrons: 12.786 eV
Depleted length at low bias, estimate: 13482 angstrom
Depleted length at low bias, grid: 13100 angstrom
Field spread in middle half for L = H, grid: 43.2 percent
verified
```
